# Harmonic epitaxial softening ratio of a cubic crystal

A film of a cubic crystal grows coherently on a thick substrate. The substrate is taken as rigid, so it fixes the lengths and angles in the film plane, and it strains every in-plane direction by the same small amount \(\varepsilon\), positive when the film is stretched. The upper surface is free. The unit normal of the film is \(n=(n_1,n_2,n_3)\), with components along the cubic axes. The film is uniform and free of dislocations, its surface energy is left out, and its unstrained state is free of stress. Energies are densities per unit volume of that unstrained state.

The strain \(e_{ij}\) is the symmetric tensor strain, so \(e_{12}\) is half the engineering shear. To second order in strain, a cubic crystal has the energy density
\[
U=\tfrac12C_{11}(e_{11}^2+e_{22}^2+e_{33}^2)+C_{12}(e_{11}e_{22}+e_{22}e_{33}+e_{33}e_{11})+2C_{44}(e_{12}^2+e_{23}^2+e_{31}^2).
\]
If the unit cell has several atoms, the constants are those measured with the atoms free to settle inside the strained cell. With the bulk modulus \(B=(C_{11}+2C_{12})/3\), the same energy can be written as
\[
U=\tfrac12B(e_{11}+e_{22}+e_{33})^2+\tfrac16(C_{11}-C_{12})\sum_{i<j}(e_{ii}-e_{jj})^2+2C_{44}\sum_{i<j}e_{ij}^2 ,
\]
as comparing the coefficients of \(e_{11}^2\) and \(e_{11}e_{22}\) confirms. The crystal is therefore stable, with \(U>0\) for every nonzero strain, when \(B>0\), \(C_{11}>C_{12}\) and \(C_{44}>0\). These conditions are assumed throughout.

The epitaxial softening ratio compares two ways of imposing the same in-plane strain:
\[
q(n)=\frac{U_f}{U_h}.
\]
Here \(U_h\) is the energy density when all three directions are strained by \(\varepsilon\), and \(U_f\) is that of the film, whose remaining strains are free to relax. The ratio measures how much of the hydrostatic energy survives once the crystal may adjust out of the plane.

The hydrostatic strain is \(e=\varepsilon I\). Its trace is \(3\varepsilon\) and its other terms vanish, so
\[
U_h=\tfrac12B(3\varepsilon)^2=\tfrac92B\varepsilon^2 .
\]
The corresponding stress is \((C_{11}+2C_{12})\varepsilon=3B\varepsilon\) along each axis, with no shear.

The film strain can be described as a correction to this state. Write \(e=\varepsilon I+d\). For any two in-plane vectors \(t,t'\) the substrate demands \(t\cdot e\,t'=\varepsilon\,t\cdot t'\), hence \(t\cdot d\,t'=0\). Only the components of \(d\) that involve the normal remain, and they can be collected in one vector \(b\):
\[
d_{ij}=\tfrac12(b_in_j+n_ib_j).
\]
The normal component of \(b\) is the extra normal strain, and its in-plane components are twice the tensor shears. Geometrically, atomic planes parallel to the surface are displaced by \(b\) per unit height.

Let \(C_{ijkl}\) be the stiffness tensor, so that \(U=\tfrac12C_{ijkl}e_{ij}e_{kl}\), with repeated indices summed. Inserting \(\varepsilon I+d\) gives three terms. The first is \(U_h\). The second is the hydrostatic stress times \(d\), which is \(3B\varepsilon\,d_{ii}=3B\varepsilon\,n\cdot b\). The third is the energy of \(d\) alone; since \(C_{ijkl}\) is symmetric in \(ij\) and in \(kl\), \(d_{ij}\) may be replaced there by \(b_in_j\). Thus
\[
U(b)=\tfrac92B\varepsilon^2+3B\varepsilon\,n\cdot b+\tfrac12\,b\cdot\Gamma b,\qquad \Gamma_{ik}=C_{ijkl}n_jn_l .
\]
The matrix \(\Gamma\) is the one that governs plane elastic waves travelling along \(n\). For a cubic crystal,
\[
C_{ijkl}=C_{12}\delta_{ij}\delta_{kl}+C_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+H\delta_{ijkl},\qquad H=C_{11}-C_{12}-2C_{44},
\]
where \(\delta_{ijkl}\) is one if all four indices agree and zero otherwise. Contracting with \(n_jn_l\) gives
\[
\Gamma_{ik}=C_{44}\delta_{ik}+(C_{12}+C_{44})n_in_k+H n_i^2\delta_{ik}\quad(\text{no sum}).
\]
Because \(\tfrac12b\cdot\Gamma b\) is the energy of a strain that is nonzero when \(b\) is nonzero, \(\Gamma\) is positive definite. The energy \(U(b)\) then has a single minimum, where its gradient vanishes:
\[
\Gamma b=-3B\varepsilon\,n .
\]
This is also the condition of a free surface. The force per area on the surface is \(3B\varepsilon n\) from the hydrostatic part plus \(C_{ijkl}b_kn_ln_j=(\Gamma b)_i\) from the correction, and the sum is zero.

At the minimum \(\tfrac12b\cdot\Gamma b=-\tfrac32B\varepsilon\,n\cdot b\), which cancels half of the linear term. Using \(b=-3B\varepsilon\,\Gamma^{-1}n\),
\[
U_f=\tfrac92B\varepsilon^2+\tfrac32B\varepsilon\,n\cdot b=\tfrac92B\varepsilon^2-\tfrac92B^2\varepsilon^2\,n\cdot\Gamma^{-1}n ,
\]
and division by \(U_h\) yields
\[
q(n)=1-B\,n\cdot\Gamma^{-1}n .
\]
The strain \(\varepsilon\) has cancelled, as it must in a theory with quadratic energy. Since \(\Gamma^{-1}\) is positive definite, \(q<1\); since the film is strained, \(U_f>0\) and \(q>0\).

For \(n=(0,0,1)\) the matrix is diagonal, with entries \(C_{44}\), \(C_{44}\) and
\[
C_{44}+(C_{12}+C_{44})+(C_{11}-C_{12}-2C_{44})=C_{11}.
\]
Therefore \(n\cdot\Gamma^{-1}n=1/C_{11}\), and
\[
q(001)=1-\frac{B}{C_{11}}=\frac{3C_{11}-C_{11}-2C_{12}}{3C_{11}}=\frac{2(C_{11}-C_{12})}{3C_{11}} .
\]
The correction is \(b=-(3B\varepsilon/C_{11})n\). There is no shear, and the normal strain is
\[
e_{33}=\varepsilon\Bigl(1-\frac{3B}{C_{11}}\Bigr)=-\frac{2C_{12}}{C_{11}}\varepsilon .
\]

The usual biaxial modulus leads to the same result. With this \(e_{33}\), the in-plane stress is \(\sigma=M\varepsilon\), where
\[
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}}=\frac{3B(C_{11}-C_{12})}{C_{11}} .
\]
The normal stress is zero, so only the two in-plane directions contribute to the energy: \(U_f=\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=M\varepsilon^2\). Dividing by \(\tfrac92B\varepsilon^2\) gives \(2M/(9B)=2(C_{11}-C_{12})/(3C_{11})\) again.

Two limits show what the ratio means. If \(C_{12}=0\), stretching the plane does not pull on the normal direction. The normal strain is zero, two of the three strained axes remain strained, and \(q=2/3\). If \(C_{12}\) approaches \(C_{11}\) while \(C_{11}\) is held fixed, the normal strain approaches \(-2\varepsilon\), so the volume is conserved to first order. What remains is a tetragonal distortion, whose stiffness \(C_{11}-C_{12}\) vanishes, and \(q\) goes to zero. The harmonic formula then loses its use, because terms of third and higher order in strain decide the energy.

Take a model crystal P with \(C_{11}=120\), \(C_{12}=60\) and \(C_{44}=50\) GPa, on (001) with \(\varepsilon=0.01\). Its bulk modulus is \((120+120)/3=80\) GPa. Before relaxation the stress is \(3\times80\times0.01=2.4\) GPa and the energy density is \(4.5\times80\times10^{9}\times10^{-4}\) J/m³, or 36 MJ/m³. The normal strain changes from \(+0.01\) to \(-2(60/120)(0.01)=-0.01\). The biaxial modulus is \(120+60-60=120\) GPa, so the in-plane stress falls to 1.2 GPa and the energy density to 12 MJ/m³. Relaxation releases 24 MJ/m³, and the ratio is \(12/36=0.333\), equal to \(1-80/120\).

For other planes it helps to ask first what happens if the film may relax along its normal but may not shear. Put \(b=\beta n\). The energy is then \(\tfrac92B\varepsilon^2+3B\varepsilon\beta+\tfrac12\beta^2\,n\cdot\Gamma n\), with its minimum at \(\beta=-3B\varepsilon/(n\cdot\Gamma n)\), and the ratio becomes
\[
q_{\rm ax}(n)=1-\frac{B}{n\cdot\Gamma n}.
\]
Define the anisotropy \(\Delta=C_{44}-\tfrac12(C_{11}-C_{12})=-H/2\) and \(P_n=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2\). Squaring \(n_1^2+n_2^2+n_3^2=1\) gives \(\sum n_i^4=1-2P_n\), so
\[
n\cdot\Gamma n=C_{12}+2C_{44}+H(1-2P_n)=C_{11}+4\Delta P_n .
\]

Forbidding shear removes variables from the minimisation, so \(q\le q_{\rm ax}\). Equality requires the true minimum to have \(b\) parallel to \(n\), which means that \(n\) is an eigenvector of \(\Gamma\). Now
\[
(\Gamma n)_i=(C_{12}+2C_{44})n_i+Hn_i^3 .
\]
For \(H\neq0\) this is parallel to \(n\) when all nonzero components have the same square, and in no other case. These are the planes {001}, {110} and {111}, with \(P_n=0\), \(1/4\) and \(1/3\), so that
\[
q(110)=1-\frac{B}{C_{11}+\Delta},\qquad q(111)=1-\frac{B}{C_{11}+\tfrac43\Delta}.
\]
On every other plane of an anisotropic crystal the film shears as it relaxes, and \(1-B/(C_{11}+4\Delta P_n)\) is a strict upper bound on the ratio.

The gap can be large. Model crystal R has \(C_{11}=160\), \(C_{12}=120\), \(C_{44}=80\) GPa, hence \(B=133.3\), \(\Delta=60\) and \(H=-120\) GPa. For (201), \(n_1^2=0.8\), \(n_3^2=0.2\) and \(n_1n_3=0.4\). In GPa, the entries of \(\Gamma\) that matter are
\[
\Gamma_{11}=80+160-96=144,\quad \Gamma_{33}=80+40-24=96,\quad \Gamma_{13}=200\times0.4=80 .
\]
The determinant of this block is \(144\times96-80^2=7424\) GPa², and inverting it gives
\[
n\cdot\Gamma^{-1}n=\frac{0.8\times96+0.2\times144-2\times0.4\times80}{7424}=\frac{41.6}{7424}\ \text{GPa}^{-1}.
\]
Thus \(q=1-133.3\times41.6/7424=0.253\), whereas axial relaxation alone gives 0.328, about 30% more. At \(\varepsilon=0.01\) the film has a normal strain of \(-0.0124\) and a tensor shear of 0.0078, comparable with the misfit itself. In the less anisotropic crystal P the two values for (201) are 0.386 and 0.398, a difference of 3%.

The (001) plane is always an extreme of \(q\), and the sign of \(\Delta\) decides which. Take \(\Delta\ge0\) first. For any vector \(v\),
\[
v\cdot\Gamma v-C_{11}(n\cdot v)^2=C_{44}|v|^2+(C_{12}+C_{44}-C_{11})(n\cdot v)^2+H\sum_in_i^2v_i^2 .
\]
Since \(|n|=1\), one may write
\[
|v|^2=|n|^2|v|^2=\sum_in_i^2v_i^2+\sum_{i<j}(n_i^2v_j^2+n_j^2v_i^2),
\]
while \((n\cdot v)^2=\sum_in_i^2v_i^2+2\sum_{i<j}n_in_jv_iv_j\). The terms \(n_i^2v_i^2\) have the total coefficient \(C_{44}+C_{12}+C_{44}-C_{11}+H=0\). What remains is
\[
\sum_{i<j}\bigl[C_{44}(n_i^2v_j^2+n_j^2v_i^2)-2(C_{11}-C_{12}-C_{44})\,n_in_jv_iv_j\bigr].
\]
Because \(2|n_iv_j\,n_jv_i|\le n_i^2v_j^2+n_j^2v_i^2\), each bracket is non-negative if \(|C_{11}-C_{12}-C_{44}|\le C_{44}\), that is, if \(0\le C_{11}-C_{12}\le2C_{44}\). The left inequality is stability and the right one is \(\Delta\ge0\). Now choose \(v=\Gamma^{-1}n\) and let \(s=n\cdot\Gamma^{-1}n\). Then \(v\cdot\Gamma v=s\) and \(n\cdot v=s\), so \(s-C_{11}s^2\ge0\), or \(s\le1/C_{11}\). Hence \(q(n)\ge1-B/C_{11}\), and (001) is the softest plane.

The hardest plane follows from the axial bound. From \(1=\sum n_i^4+2P_n\) and \(\sum n_i^4\ge P_n\) one has \(P_n\le1/3\), so \(q\le q_{\rm ax}\le1-B/(C_{11}+\tfrac43\Delta)=q(111)\). In crystal P the ratio rises from 0.333 on (001) through 0.429 on (110) to 0.455 on (111). In R it rises from 0.167 through 0.394 to 0.444, so there the choice of plane changes the energy by a factor of 2.7 at fixed misfit.

For \(\Delta<0\) the order is reversed. The axial bound now gives \(n\cdot\Gamma n\le C_{11}\), hence \(q\le q_{\rm ax}\le1-B/C_{11}\), and (001) is the hardest plane. To find the softest, split \(\Gamma=D+k\,nn^{T}\), where \(D\) is diagonal with entries \(C_{44}+Hn_i^2\), positive because \(H=-2\Delta>0\), and \(k=C_{12}+C_{44}\). The equation \(\Gamma v=n\) reads \(Dv=(1-ks)n\), with \(s=n\cdot v\) as before. Multiplying by \(n\cdot D^{-1}\) gives
\[
s=(1-ks)S,\qquad S=\sum_i\frac{n_i^2}{C_{44}+Hn_i^2},\qquad s=\frac{S}{1+kS}.
\]
Both \(s\) and \(S\) are positive, so \(1+kS>0\), and \(ds/dS=1/(1+kS)^2>0\): the largest \(S\) gives the smallest \(q\). Each term of \(S\) is a function \(f(x)=x/(C_{44}+Hx)\) of \(x=n_i^2\), with \(f''=-2C_{44}H/(C_{44}+Hx)^3<0\). For a concave function the sum at fixed \(\sum n_i^2=1\) is largest when all arguments are equal, which is (111). Model crystal Q, which differs from P only in \(C_{44}=20\) GPa, has \(\Delta=-10\) GPa. Its ratio falls from 0.333 on (001) through 0.273 on (110) to 0.250 on (111). The (001) value is the same as in P, since \(C_{44}\) does not enter there.

Between the two cases lies the isotropic solid, \(\Delta=0\), for which all planes are equivalent. Poisson's ratio \(\nu\) then satisfies \(C_{12}/C_{11}=\nu/(1-\nu)\), and
\[
q=\frac23\Bigl(1-\frac{\nu}{1-\nu}\Bigr)=\frac{2(1-2\nu)}{3(1-\nu)},
\]
which is 0.381 for \(\nu=0.3\) and vanishes in the incompressible limit \(\nu\to\tfrac12\).

All this holds to leading order in the misfit. At the next order the energies become \(U_h=\tfrac92B\varepsilon^2+c_h\varepsilon^3\) and \(U_f=\tfrac92Bq\,\varepsilon^2+c_f\varepsilon^3\), with coefficients \(c_h,c_f\) that linear elasticity does not supply. Expanding their quotient,
\[
\frac{U_f}{U_h}=q+\frac{c_f-q\,c_h}{\tfrac92B}\,\varepsilon+O(\varepsilon^2),
\]
so the ratio in general depends on the size and sign of the misfit, and the harmonic value is its limit at \(\varepsilon\to0\).

A lattice model shows both the limit and the drift. Let the atoms of an fcc crystal interact by the Morse pair energy \(w[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}]\), with well depth \(w\), \(\alpha r_0=5\) and 458 neighbours per atom. The lattice sums give \(C_{11}=86.57\) and \(C_{12}=C_{44}=54.60\) in units of \(w/r_0^3\), and so \(q(001)=0.2462\). Independently, the lattice was deformed and its energy minimised over \(b\), without elastic theory. The mean of the ratios at \(\varepsilon=\pm5\times10^{-4}\), in which the linear drift cancels, is 0.2462 for (001), 0.5273 for (111) and 0.3461 for (201). The formula gives the same figures, including on (201), where the film shears. At finite misfit on (001) the ratio is 0.253 at \(-1\%\) and 0.239 at \(+1\%\), about 3% either side of the harmonic value, and 0.260 and 0.230 at \(\mp2\%\). The negative slope belongs to this model and this plane; the expansion fixes no sign in general, and on (110) the same lattice has a positive slope. At a tensile misfit of 6% its (110) ratio exceeds the (111) ratio, so the harmonic order of the planes need not survive at large misfit.

Both signs of \(\Delta\) occur in real crystals. In silicon and gallium arsenide, \(C_{12}/C_{11}\) is about 0.39 and 0.45 and \(\Delta>0\), so the harmonic \(q(001)\) is about 0.41 and 0.36; crystal P has the same sign of \(\Delta\), a similar anisotropy and a somewhat lower \(q(001)\). Gallium arsenide is also piezoelectric. This plays no part on (001), but on planes such as (111) the formula describes a film in which the electric field is shorted out; in an open-circuit film the ratio on (111) is larger by about 0.001. Crystal R, with \(2C_{44}/(C_{11}-C_{12})=4\), is more anisotropic than copper, for which this number is roughly 3. Negative \(\Delta\) occurs in potassium chloride and niobium, for example. The assumption of coherence fails when a film grows thick enough to form misfit dislocations. If these remove half of the in-plane strain uniformly, the energy of the mean strain falls to a quarter, because it is quadratic; the energy of the dislocations themselves must then be added. If the strain that remains is uniform and equal in all in-plane directions, the ratio \(q\) still applies to it, but no longer to the full misfit. The computed values quoted here are collected in the numerical output below.

## Computed values

```
P: C11, C12, C44 = 120, 60, 50 GPa; B = 80.000 GPa; Delta = 20.0 GPa
Q: C11, C12, C44 = 120, 60, 20 GPa; B = 80.000 GPa; Delta = -10.0 GPa
R: C11, C12, C44 = 160, 120, 80 GPa; B = 133.333 GPa; Delta = 60.0 GPa
P on (001): in-plane strain = 0.010
  normal strain = -0.0100
  hydrostatic stress before relaxation = 2.400 GPa
  in-plane stress after relaxation = 1.200 GPa
  biaxial modulus M = 120.00 GPa
  hydrostatic energy density = 36.000 MJ/m^3
  energy density released = 24.000 MJ/m^3
  film energy density = 12.000 MJ/m^3
  q = 0.33333;  1 - B/C11 = 0.33333
softening ratio q: full relaxation / axial relaxation only
  P (001): 0.33333 / 0.33333
  P (110): 0.42857 / 0.42857
  P (111): 0.45455 / 0.45455
  P (113): 0.38222 / 0.39651
  P (201): 0.38614 / 0.39759
  Q (001): 0.33333 / 0.33333
  Q (110): 0.27273 / 0.27273
  Q (111): 0.25000 / 0.25000
  Q (113): 0.28846 / 0.29651
  Q (201): 0.29032 / 0.29577
  R (001): 0.16667 / 0.16667
  R (110): 0.39394 / 0.39394
  R (111): 0.44444 / 0.44444
  R (113): 0.24413 / 0.32553
  R (201): 0.25287 / 0.32796
R on (201), in-plane strain 0.010: normal strain = -0.01241, tensor shear = 0.00776
isotropic crystal, Poisson ratio 0.3: q = 0.38095
Morse fcc lattice: alpha*r0 = 5.0, a/r0 = 1.35932, neighbours = 458
  C11, C12 = C44: 86.574, 54.601 (well depth / r0^3)
  (001): q from lattice energy = 0.24621, from formula = 0.24621
  (111): q from lattice energy = 0.52732, from formula = 0.52732
  (201): q from lattice energy = 0.34606, from formula = 0.34606
  (001) at misfit -0.02: q = 0.25966
  (001) at misfit -0.01: q = 0.25321
  (001) at misfit +0.01: q = 0.23858
  (001) at misfit +0.02: q = 0.23027
  (001) slope dq/d(misfit) at zero = -0.730
largest deviation, formula vs direct minimum = 1.4e-15
```
